# Implicit or unrolled differentiation: choosing how the SCF polarizability is computed

A program that differentiates a self-consistent field (SCF) calculation automatically may let the user choose how. Implicit differentiation solves one linear equation at the converged density. Unrolled differentiation applies the chain rule to every SCF iteration. Each can run in forward mode, from inputs to outputs, or in reverse mode.

For closed-shell Hartree–Fock theory, implicit differentiation is the coupled-perturbed Hartree–Fock (CPHF) method:

\[
M U^d=-r^d,\qquad \alpha_{cd}=4\,r^c\!\cdot M^{-1}r^d. \tag{1}
\]

Here \(r^d\) holds the occupied–virtual elements of the coordinate \(d\), \(U^d\) is the density response, and \(M\) is the response matrix derived below. The implicit setting is the one to prefer for \(\alpha\). Forward and reverse modes then need the same number of linear solves. The unrolled setting differentiates a truncated calculation and reaches \(\alpha\) only if its own iteration converges. Degenerate orbitals on the same side of the occupied–virtual gap do no harm, provided that the program differentiates the density and not the individual orbitals.

## The fixed point

Take real orbitals in an orthonormal basis that does not depend on the field, and use atomic units. Let \(P\) be the projector on the occupied orbitals, so that the electron density matrix is \(2P\). An electron has charge \(-1\), so a uniform field \(f\) adds \(+f\cdot r\) to its energy. The Fock matrix is

\[
F(P,f)=h+f\cdot r+G[P],
\]
\[
G[P]_{pq}=\sum_{rs}\big[2(pq|rs)-(pr|qs)\big]P_{rs}. \tag{2}
\]

In the sum, \(r\) and \(s\) are basis indices. The first term is the Coulomb repulsion and the second is exchange. Let \(\Pi(F)\) be the projector on the lowest eigenvectors of \(F\), as many as there are occupied orbitals. Self-consistency means

\[
P=\Pi(F(P,f)). \tag{3}
\]

Differentiating (3) requires the derivative of \(\Pi\). It follows from two properties of a projector on eigenvectors, \(P^2=P\) and \(FP=PF\). Let a prime denote a derivative, let \(i,j\) label occupied and \(a,b\) virtual orbitals, and let \(\varepsilon\) be the orbital energies.

The first property gives \(P'P+PP'=P'\). Between two occupied orbitals this reads \(2P'_{ij}=P'_{ij}\), and between two virtual orbitals \(0=P'_{ab}\). Both blocks therefore vanish. The second property gives \(F'P+FP'=P'F+PF'\), whose \(ai\) element is

\[
F'_{ai}+\varepsilon_aP'_{ai}=P'_{ai}\varepsilon_i .
\]

Hence a change \(X\) of the Fock matrix changes the projector by \(D[X]\), where

\[
D[X]_{ai}=D[X]_{ia}=\frac{X_{ai}}{\varepsilon_i-\varepsilon_a},\qquad D[X]_{ij}=D[X]_{ab}=0. \tag{4}
\]

This needs an open gap between occupied and virtual levels. It contains no energy difference within either set.

## From the fixed point to CPHF

For a field along \(d\), the Fock matrix changes by \(r_d+G[P']\). Equation (3) therefore gives

\[
P'=D\big[r_d+G[P']\big],\qquad (1-DG)P'=D[r_d]. \tag{5}
\]

This is the implicit derivative. Set \(U_{ai}=P'_{ai}\). Multiplying the \(ai\) element of (5) by \(\varepsilon_a-\varepsilon_i\) gives

\[
(\varepsilon_a-\varepsilon_i)U_{ai}+G[P']_{ai}=-(r_d)_{ai}. \tag{6}
\]

Since \(P'\) is symmetric, each \(U_{bj}\) enters twice, as \(P'_{bj}\) and as \(P'_{jb}\). Inserting both into (2) gives

\[
G[P']_{ai}=\sum_{bj}A_{ai,bj}U_{bj},
\]
\[
A_{ai,bj}=4(ai|bj)-(ab|ij)-(aj|ib). \tag{7}
\]

The two equal Coulomb terms produce the factor 4, and the two exchange terms differ. With \(\Delta\) the diagonal matrix of the gaps \(\varepsilon_a-\varepsilon_i\), equation (6) becomes \((\Delta+A)U=-r\). This is (1) with \(M=\Delta+A\).

The electronic dipole is \(-2\,\mathrm{tr}(r_cP)\). Its derivative is

\[
\alpha_{cd}=-2\,\mathrm{tr}(r_cP'^{d})=-4\,r^c\!\cdot U^d .
\]

The second factor of 2 comes from the \(ai\) and \(ia\) elements, and inserting \(U^d=-M^{-1}r^d\) gives (1). The nuclei are fixed, so their dipole does not contribute.

The SCF iteration can be damped:

\[
P_{k+1}=(1-\beta)P_k+\beta\,\Pi(F(P_k,f)). \tag{8}
\]

At the fixed point, the derivative of (8) is \(P'=(1-\beta)P'+\beta D[r_d+G[P']]\). Subtracting \((1-\beta)P'\) and dividing by \(\beta\neq0\) restores (5). Damping thus affects the route to the density but not the implicit polarizability.

An open gap does not guarantee a unique solution, because \(M\) can still be singular. If an eigenvalue of \(M\) tends to zero in a mode that the field excites, \(\alpha\) diverges even at a finite gap. The mean-field solution is then at the edge of an instability. A response solver that stalls should prompt a stability analysis before its iteration limit is raised.

## Forward or reverse

Forward mode solves (5) once for each field direction. Reverse mode starts from an output. For the dipole component \(c\), the derivative is the trace of \(g=-2r_c\) with \(P'\). Both \(D\) and \(G\) are self-adjoint under the trace:

\[
\mathrm{tr}(Y D[X])=2\sum_{ai}\frac{Y_{ai}X_{ai}}{\varepsilon_i-\varepsilon_a}
\]

is unchanged when \(X\) and \(Y\) are exchanged, and the coefficients in (2) are unchanged when the pairs \(pq\) and \(rs\) are exchanged. Moving the operators in (5) from \(r_d\) to \(g\) therefore reverses their order:

\[
\alpha_{cd}=\mathrm{tr}(D[L_c]\,r_d),\qquad (1-GD)L_c=-2r_c. \tag{9}
\]

The adjoint \(L_c\) contains no new physics. From \(D(1-GD)=(1-DG)D\), applied to \(L_c\), it follows that

\[
(1-DG)D[L_c]=-2D[r_c],\qquad D[L_c]=-2P'^c. \tag{10}
\]

The last step compares the equation with (5). Reverse mode thus computes the same response density as forward mode.

Forward mode needs one solve per input and reverse mode one per output. The polarizability has three of each, so neither has an advantage in the number of solves. The balance changes for one output and many parameters. If \(h\) changes by \(V\), the \(z\) dipole changes at the rate \(\mathrm{tr}(D[L_z]V)\) for any \(V\). In a basis of 36 functions, \(h\) has \(36\times37/2=666\) independent elements. One reverse solve gives the derivatives with respect to all of them. Forward mode takes 666 solves if it treats them one by one. It still takes 155 if it exploits the fact that only the occupied–virtual elements of \(V\) enter \(D[V]\). Reverse mode is the right setting for such a gradient, and either mode serves for \(\alpha\) alone.

## What the unrolled setting computes

Suppose that the starting density does not depend on the field. Differentiating (8) then gives, with \(T_0=0\),

\[
T_{k+1}=(1-\beta)T_k+\beta D_k\big[r_d+G[T_k]\big], \tag{11}
\]

where \(D_k\) is evaluated with the Fock matrix of step \(k\). After \(K\) steps, \(-2\,\mathrm{tr}(r_cT_K)\) is the derivative of the dipole that the truncated program returns. It can be correct as a derivative and still be a poor polarizability.

For the reverse form, set \(W_K=-2r_c\) and insert (11) into \(\mathrm{tr}(W_{k+1}T_{k+1})\). Self-adjointness gives

\[
\mathrm{tr}(W_{k+1}T_{k+1})=\mathrm{tr}(W_kT_k)+\beta\,\mathrm{tr}(D_k[W_{k+1}]r_d),
\]
\[
W_k=(1-\beta)W_{k+1}+\beta G[D_k[W_{k+1}]]. \tag{12}
\]

The sum of the terms with \(r_d\) is the same truncated derivative. The sweep runs backwards and needs every \(D_k\), so the orbitals and energies of all steps must be stored or recomputed. The implicit reverse mode needs them at the converged density only.

The convergence of (11) can be solved in closed form when the density has already converged. Define \(x=\Delta^{1/2}U\), \(s=\Delta^{-1/2}r\) and \(S=-\Delta^{-1/2}A\Delta^{-1/2}\). The occupied–virtual block of (11) is

\[
U_{k+1}=(1-\beta)U_k-\beta\Delta^{-1}(r+AU_k).
\]

Multiplication by \(\Delta^{1/2}\) gives

\[
x_{k+1}=(1-\beta)x_k+\beta(-s+Sx_k).
\]

The matrix \(S\) is symmetric. In its eigenmode \(m\), with eigenvalue \(j_m\), the fixed point is \(-s_m/(1-j_m)\). Each step multiplies the deviation from it by \(\lambda_m=1-\beta+\beta j_m\). Starting from zero, and using \(\alpha=-4s\cdot x\) for a diagonal component, one finds

\[
\alpha_k=4\sum_m\frac{s_m^2}{1-j_m}\,(1-\lambda_m^k). \tag{13}
\]

For \(\beta=1\) and \(k=1\), \(1-\lambda_m=1-j_m\) cancels the denominator. This leaves \(4\sum_m s_m^2\), the uncoupled polarizability, in which the electrons respond to the applied field alone. For \(k\to\infty\) the CPHF value appears if \(|\lambda_m|<1\) for every mode with \(s_m\neq0\).

A model with one occupied–virtual pair shows how this can fail. Its polarizability is \(4r^2/(\Delta+A)\), and its undamped factor is \(\lambda=-A/\Delta\). If \(A>\Delta\), the polarizability is finite but the unrolled iteration diverges. Damping with \(\beta<2\Delta/(\Delta+A)\) restores convergence. In Hartree–Fock theory this case carries a warning of its own. For one pair, (7) gives \(A=3K-J\) with \(J=(aa|ii)\), \(K=(ai|ai)\) and \(K\le J\). Then \(A>\Delta\) implies \(\Delta-J-K<0\), which means that the restricted solution is unstable toward spin polarisation. H2 in the STO-3G basis at 2.5 Å is an example, with \(\Delta=0.264\) and \(A=0.354\) hartree.

Such a failure need not be visible in the SCF calculation. A symmetric starting density has errors in totally symmetric modes only, while a field may excite modes of another symmetry. The energy and density can then converge while the tangent does not. A user of the unrolled setting should monitor the tangent itself.

## Ammonia: the polarizability

The example is NH3 in restricted Hartree–Fock theory with the 6-31++G** basis, an N–H distance of 1.01 Å and an H–N–H angle of 107°. The threefold axis is \(z\), and \(x\) lies in a mirror plane. There are 5 occupied and 31 virtual orbitals, hence 155 pairs. The basis has five spherical \(d\) functions on nitrogen. Electron correlation, vibrations and the incompleteness of the basis are left out, so the digits quoted below serve to compare numerical routes within this model and are not a prediction for the real molecule. The basis error is large. At the same geometry, aug-cc-pVTZ gives \(\alpha_{xx}=12.70\) and \(\alpha_{zz}=13.13\) a.u., a mean 28% higher than the one below, with the order of the two components reversed.

Direct solution of the 155 linear equations gives

\[
\alpha_{xx}=\alpha_{yy}=10.0637,\qquad \alpha_{zz}=9.8885\ \text{a.u.}
\]

The mean is \((2\times10.0637+9.8885)/3=10.005\) a.u., or 1.483 Å³. A finite-field calculation is a separate route to the same quantity. SCF dipoles at fields of ±0.002 and ±0.004 a.u., combined in a five-point difference, also give 10.0637 and 9.8885 a.u.

The uncoupled values are 8.118 and 7.451 a.u. Coupling raises them by 24% and 33%. By (13), the ratio of coupled to uncoupled \(\alpha\) is the average of \(1/(1-j_m)\) with weights \(s_m^2\), so modes with positive \(j_m\), and thus negative \(A\), prevail here. The Coulomb part \(4(ai|bj)\) cannot make \(A\) negative, because it is the electrostatic self-energy of a charge distribution. The increase therefore comes from the exchange terms in (7).

With \(\beta=0.8\) and a start from superposed atomic densities projected from a minimal basis (the "minao" guess of PySCF), six unrolled steps give 10.029 and 9.814 a.u. These digits depend on the guess, and superposed atomic Hartree–Fock densities give 9.809 a.u. for the second value. They are low by 0.3% and 0.8% of the CPHF values. Finite differences of the same six-step program give the same two numbers. The differentiation is right, and the discrepancy lies in the truncated calculation.

## Ammonia: the cost

The costly operation is a two-electron build, one evaluation of \(G\). The target is an error of at most \(10^{-6}\) a.u. in every component of \(\alpha\), relative to the direct CPHF solution in the same basis. The implicit equations are solved by a Krylov method that minimises the residual. Builds are counted for all three directions, without those of the SCF iteration itself.

| Setting | Steps | Builds |
|---|---:|---:|
| Implicit forward | 8 | 24 |
| Implicit reverse | 9 | 27 |
| Unrolled forward | 28 | 84 |
| Unrolled reverse | 28 | 84 |

Each unrolled count includes three builds that could be skipped, one per direction, because \(T_0=0\) in forward mode and \(W_0\) is not used in reverse mode. The unrolled run needs 28 SCF builds as well, which makes \(28+84=112\) as counted here. The implicit run followed 46 SCF steps, taken until no element of \(P\) changed by more than \(10^{-12}\). One further build gives the final orbitals, so its forward total is \(47+24=71\), in spite of this tight threshold. Unrolled reverse mode also stores \(28\times(36^2+36)=37\,296\) numbers. These are operation counts, and run times depend on the implementation.

Starting the tangent iteration at the converged density does not help here, as it takes 29 steps. Equation (13) explains the size of this number. The eigenvalues \(j_m\) lie between \(-0.561\) and \(0.501\), so the largest factor is \(0.2+0.8\times0.5005=0.600\). The error in \(\alpha_{zz}\) is at most \(0.6004^k\alpha_{zz}\), which falls below \(10^{-6}\) a.u. when

\[
k>\frac{\ln(9.8885\times10^6)}{-\ln0.6004}=31.6 .
\]

Thus 32 steps are sufficient by this bound.

Better damping has a limited effect. The largest \(|\lambda_m|\) is smallest when the two ends of the spectrum have equal and opposite factors:

\[
1-\beta+\beta j_{\max}=-(1-\beta+\beta j_{\min}),
\]
\[
\beta=\frac{2}{2-j_{\max}-j_{\min}}=\frac{2}{2.0607}=0.97. \tag{14}
\]

The largest factor is then \(1-0.9705\times0.4995=0.515\), and the same bound gives 25 steps.

The Krylov method gains more because it chooses its coefficients. With \(J=DG\) and \(b=D[r_d]\), the first \(k\) steps at fixed density produce a combination of \(b,Jb,\ldots,J^{k-1}b\) with coefficients fixed by \(\beta\). The Krylov solution is the combination of the same matrices with the smallest residual. Its residual after \(k\) steps therefore cannot exceed that of the fixed iteration. Nor does it need \(|\lambda_m|<1\).

## When to stop

In the unrolled run from the atomic guess, the errors develop as follows. The density error is the Frobenius norm of \(P_k-P\), and the other columns are absolute errors in a.u.

| \(k\) | Density | \(\alpha_{xx}\) | \(\alpha_{zz}\) |
|---:|---:|---:|---:|
| 10 | 3.2e-4 | 1.8e-3 | 5.4e-3 |
| 15 | 2.4e-5 | 6.3e-6 | 9.1e-5 |
| 20 | 1.9e-6 | 8.1e-6 | 1.6e-5 |
| 30 | 1.1e-8 | 1.1e-7 | 3.4e-7 |

From step 20 to step 30 the density error shrinks by a mean factor of 0.60 per step, in agreement with the largest factor above. The error in \(\alpha_{zz}\) shrinks more slowly, by 0.68 per step. To see why this can happen, suppose that one mode dominates the late error of the dipole, \(\mu_k(f)\approx\mu(f)+c(f)\rho(f)^k\). The unrolled polarizability is the field derivative of this expression, and its error is

\[
\rho^k\left(c'+k\,\frac{c\rho'}{\rho}\right). \tag{15}
\]

The field changes the convergence factor itself, which produces a term growing as \(k\) relative to the density error. The bracket can also pass through zero. The ratio of the \(\alpha_{zz}\) error to the density error is 17, 3.8, 8.4 and about 30 in the four rows. The table gives magnitudes only. With signs, the \(\alpha_{zz}\) error is negative at step 15 and positive at step 17, so the ratio passes through zero. Relative to the error of the \(z\) dipole it rises by about 2.1 per step between steps 20 and 30, whereas the dominant mode alone has \(\rho'/\rho=1.65\) a.u. The next factor seen by this field, 0.553, is close to 0.600. The one-mode formula (15) thus describes the trend at these steps but not the slope.

The practical consequence does not depend on this model. The error in \(\alpha_{xx}\) is larger at step 20 than at step 15, so one small error does not show that the derivative has settled. The unrolled setting needs a threshold on the tangent that holds over several steps.

In the implicit setting two thresholds matter. A small density error can turn degenerate orbitals by a large angle and so change single elements of \(M\) and \(r^d\), but these changes cancel in \(\alpha\). The density error therefore enters \(\alpha\) in first order. A residual \(R\) in (5) leaves the error \((1-DG)^{-1}R\) in the response. Near an instability this error is large if \(R\) contains the unstable mode. Both thresholds should be tightened until \(\alpha\) is stable to the digits required.

## Degenerate orbitals

An alternative route differentiates the eigenvectors and then assembles the density. First-order perturbation theory gives

\[
C'_q=\sum_{p\ne q}C_pX_{pq},\qquad X_{pq}=\frac{F'_{pq}}{\varepsilon_q-\varepsilon_p}. \tag{16}
\]

Here \(p\) runs over all other orbitals, including those in the same set as \(q\). In \(P'=\sum_i(C'_iC_i^T+C_iC_i'^T)\), the element between two occupied orbitals is \(X_{ij}+X_{ji}\). It vanishes because \(F'\) is symmetric and the denominator changes sign. The algebra agrees with (4), but a computer must subtract two very large numbers.

Ammonia has an occupied degenerate \(e\) pair at \(-0.632\) hartree. A field along \(x\) splits it in first order, at a rate of 0.2733 a.u., so \(F'\) does not vanish within the pair. The computed energies differ by \(2\times10^{-16}\) hartree, which is rounding noise. For the worse of the \(x\) and \(y\) directions, equation (16) then gives a rotation of \(6\times10^{14}\) per unit field. After the cancellation in double precision, the largest error in an element of \(P'\) is 0.3. Both figures are set by rounding and can change by an order of magnitude or more in an equivalent basis, but the derivative is useless in any case.

A weak field \(f_0\) along \(x\) shows what is singular and what is not. To first order, threefold symmetry and the mirror plane give the Fock matrix in the pair the form

\[
\varepsilon_e\mathbf 1+a\begin{pmatrix}f_x&f_y\\ f_y&-f_x\end{pmatrix}, \tag{17}
\]

up to the sign chosen for one orbital. At \(f_x=f_0\) and \(f_y=0\) the gap is \(2|a|f_0\), and the coupling per unit \(f_y\) has magnitude \(|a|\). The rotation rate is their quotient, \(1/(2f_0)\), in which the molecule-dependent constant \(a\) has cancelled.

For \(f_0=10^{-3}\) a.u. this predicts 500, and the calculation gives 497.5. For \(10^{-5}\) a.u. it predicts 50 000, and the calculation gives 49 997.5. Meanwhile \(\alpha_{yy}\) is 10.0820 and 10.0638 a.u., against 10.0637 a.u. without the field. The orbitals turn ever faster as the field is removed, while the polarizability approaches its limit smoothly.

Where a program offers it, the user should choose differentiation of the density or projector. If only eigenvector differentiation is available, one remedy replaces \(1/\delta\) by \(\delta/(\delta^2+\eta^2)\), where \(\delta\) is the energy difference. This function is odd in \(\delta\), so the occupied–occupied terms still cancel, and its magnitude never exceeds \(1/(2\eta)\). The price is a relative change of \(-\eta^2/(\delta^2+\eta^2)\) in the occupied–virtual quotients. For \(\eta=10^{-3}\) hartree and the smallest gap in ammonia, 0.470 hartree, this is about \(-5\times10^{-6}\).

This remedy does not extend to a closed occupied–virtual gap. The choice of occupied orbitals in (3) is then not unique, and \(\Pi\) has no derivative. Any mode that evaluates \(D\) fails, because a denominator in (4) is zero. The polarizability itself need not diverge, since (6) does not divide by the gap. In the model with one occupied–virtual pair, \(4r^2/(\Delta+A)\) tends to the finite value \(4r^2/A\) as \(\Delta\to0\), provided that \(A>0\). In this limit \(\Delta-J-K\) is negative, so the value belongs to a restricted solution that is unstable toward spin polarisation.

A partly filled degenerate level calls for care even if the gap is open. Filling one orbital of the level and leaving its partner empty can lower the symmetry of the density, and the Fock matrix then separates the two energies. The polarizability may exist, but it belongs to one member of a set of equivalent solutions with broken symmetry. A reference state with several configurations should be considered before such a value is used.
